# Thickness scaling of the coercive field from a half-ellipsoidal nucleus

## A column without depolarization

A ferroelectric film of thickness $d$ lies between two ideal metal electrodes. Its polarization is $-P$ along the film normal $z$, and a field $E>0$, equal to voltage divided by thickness, points along $+z$. Suppose that a cylinder of radius $r$ has already reversed through the whole film. Its top and bottom charges are compensated by the electrodes and its side wall is parallel to the polarization, so it has no depolarizing field.

The coupling energy density changes from $+PE$ to $-PE$, a gain of $2PE$. The wall costs $\sigma$ per unit area. Hence

$$W_{\rm col}=-2PE\,\pi r^2d+2\pi rd\,\sigma .$$

Setting $dW_{\rm col}/dr=-4\pi PE\,rd+2\pi d\sigma=0$ gives

$$r_{\rm col}=\frac{\sigma}{2PE},\qquad W_{\rm col}^*=\frac{\pi\sigma^2d}{2PE}.$$

The critical radius does not contain $d$, and no critical length exists because the length was imposed. A nucleus that ends inside the film is different: its side wall tapers and therefore carries charge, and the cost of that charge selects a length. Comparing this length with $d$ gives the Janovec–Kay–Dunn scaling.

## Shape, field energy and wall energy

Let the nucleus be half of a prolate spheroid standing on the electrode at $z=0$, with base radius $r$ and length $l$. At height $z$ its radius is $\rho(z)=r\sqrt{1-z^2/l^2}$. Its volume is

$$V=\int_0^l\pi r^2\left(1-\frac{z^2}{l^2}\right)dz=\frac{2\pi r^2l}{3},$$

so the field contributes $-2PEV=-\tfrac{4\pi}{3}PE\,r^2l$.

The base on the electrode is not a domain wall. For $l\gg r$ the correction for the slope of the side is negligible except near the tip, and the wall area is

$$\int_0^l2\pi r\sqrt{1-z^2/l^2}\,dz=2\pi rl\cdot\frac{\pi}{4}=\frac{\pi^2rl}{2}.$$

The wall energy is taken as isotropic and the wall as sharp. There is no lattice pinning.

## Depolarization energy

Relative to the uniform film, the nucleus has extra polarization $\Delta P=2P$ along $+z$. The bound charge on a slice of its surface is $\Delta P$ times the loss of cross-section, so the charge per unit length is

$$\lambda(z)=-\Delta P\,\frac{d(\pi\rho^2)}{dz}=\frac{2\pi r^2\Delta P\,z}{l^2}.$$

The electrode produces an image charge $-\lambda(z)$ at $-z$. This is the same odd function continued below the electrode, so the image completes a full, uniformly polarized spheroid. The far electrode is left out for now.

**The internal field is uniform.** Surface charge of a uniformly polarized ellipsoid is the limit of two slightly displaced solid ellipsoids with charge densities $\pm\varrho$. Inside one of them, the field at $\mathbf x$ is

$$\mathbf E(\mathbf x)=-\frac{\varrho}{4\pi\varepsilon}\int\hat{\mathbf s}\,s(\hat{\mathbf s})\,d\Omega,$$

where $s$ is the distance to the surface along $\hat{\mathbf s}$. For the surface $\mathbf x^TM\mathbf x=1$, this distance solves a quadratic equation:

$$s=\frac{-\hat{\mathbf s}^TM\mathbf x+\sqrt{(\hat{\mathbf s}^TM\mathbf x)^2+\hat{\mathbf s}^TM\hat{\mathbf s}\,(1-\mathbf x^TM\mathbf x)}}{\hat{\mathbf s}^TM\hat{\mathbf s}} .$$

The square root is even in $\hat{\mathbf s}$ and cancels in the angular integral. The rest is linear in $\mathbf x$. The difference of two displaced linear fields is constant.

**Its value.** It is therefore enough to find the field at the centre. In an isotropic medium of permittivity $\varepsilon$, Coulomb's law gives a field $-N\Delta P/\varepsilon$ with

$$N=\frac{1}{4\pi\Delta P}\int_{-l}^{l}\frac{\lambda(z)\,z\,dz}{(z^2+\rho^2)^{3/2}}
=\frac{r^2}{l^2}\int_0^l\frac{z^2\,dz}{(z^2+\rho^2)^{3/2}} .$$

At leading order in $r/l$, $\rho$ may be replaced by $r$, since $\rho$ matters when $z$ is comparable with $r$. Then

$$N\simeq\frac{r^2}{l^2}\left[\operatorname{arsinh}\frac lr-\frac{l}{\sqrt{l^2+r^2}}\right]\simeq\frac{r^2}{l^2}\left[\ln\frac{2l}{r}-1\right].$$

**Anisotropy.** Let the linear relative permittivities be $\varepsilon_a$ across $z$ and $\varepsilon_c$ along $z$. With $\chi=1$ inside the spheroid and zero outside,

$$\varepsilon_0(\varepsilon_a\nabla_\perp^2+\varepsilon_c\partial_z^2)\phi=\partial_z(\Delta P\,\chi).$$

Put $z'=sz$ with $s=\sqrt{\varepsilon_a/\varepsilon_c}$. The left side becomes $\varepsilon_0\varepsilon_a\nabla'^2\phi$ and the right side $\partial_{z'}(s\Delta P\,\chi)$. This is an isotropic problem with polarization $s\Delta P$ and length $sl$. Inside,

$$\phi=\frac{N\,s\Delta P\,z'}{\varepsilon_0\varepsilon_a}=\frac{N\,\Delta P\,z}{\varepsilon_0\varepsilon_c},\qquad N\simeq\frac{r^2L}{s^2l^2},\qquad L=\ln\left(\frac{2l}{r}\sqrt{\frac{\varepsilon_a}{\varepsilon_c}}\right)-1 .$$

The depolarizing field thus has magnitude $\Delta P\,r^2L/(\varepsilon_0\varepsilon_al^2)$. Slenderness now means that both $l/r$ and $sl/r$ are large. Direct integration of the surface charge in the anisotropic medium was tested against the spheroid's depolarization factor at two heights, and agreed.

Building up $\Delta P$ gradually against a field proportional to it costs one half of field times polarization times volume. With the half-spheroid volume,

$$W_{\rm dep}=\frac12(2P)\frac{2P\,r^2L}{\varepsilon_0\varepsilon_al^2}\,\frac{2\pi r^2l}{3}=\frac{4\pi P^2}{3\varepsilon_0\varepsilon_a}\frac{r^4L}{l}.$$

For $L>1$, a longer nucleus of the same radius has a smaller depolarization energy. This favours needles.

## The frozen-logarithm law

The total energy is

$$W=-aE\,r^2l+b\,rl+c\,\frac{r^4L}{l},$$

$$a=\frac{4\pi P}{3},\qquad b=\frac{\pi^2\sigma}{2},\qquad c=\frac{4\pi P^2}{3\varepsilon_0\varepsilon_a}.$$

First treat $L$ as a constant. Dividing $\partial W/\partial r=0$ by $l$ and $\partial W/\partial l=0$ by $r$ gives

$$-2aEr+b+4XL=0,\qquad -aEr+b-XL=0,\qquad X=\frac{cr^3}{l^2}.$$

The second equation gives $XL=b-aEr$. Inserted in the first, it yields $5b-6aEr=0$. Thus $XL=b/6$ and

$$r^*=\frac{5b}{6aE},\qquad l^{*2}=\frac{6cL\,r^{*3}}{b}.$$

The radius scales as $E^{-1}$, so the length scales as $E^{-3/2}$. The coercivity criterion is now imposed: $E_c$ is the field at which $l^*=d$. It follows that

$$E_c=\frac{5b}{6a}\left(\frac{6cL}{b}\right)^{1/3}d^{-2/3}.$$

The power $-2/3$ comes from two facts: the critical radius is inversely proportional to field, and depolarization ties $l^{*2}$ to $r^{*3}$. The equality $l^*=d$ is a postulate about coercivity, not a result of a nucleation rate.

## Including the logarithm

In fact $L$ changes with shape: $r\,\partial L/\partial r=-1$ and $l\,\partial L/\partial l=1$. Therefore

$$r\frac{\partial}{\partial r}\frac{r^4L}{l}=\frac{r^4}{l}(4L-1),\qquad
l\frac{\partial}{\partial l}\frac{r^4L}{l}=\frac{r^4}{l}(1-L).$$

With $y=aEr$, the stationarity conditions, divided by $rl$, are

$$-2y+b+X(4L-1)=0,\qquad -y+b+X(1-L)=0 .$$

Subtract twice the second from the first: $-b+X(6L-3)=0$. Then use the second to find $y$:

$$X=\frac{b}{3(2L-1)},\qquad y=b-X(L-1)=\frac{b(5L-2)}{3(2L-1)} .$$

Set $l=d$ and $q=d/r$. Then $X=cd/q^3$, and

$$q^3=\frac{3c}{b}(2L-1)d,\qquad E_c=\frac{y}{ar}=\frac{b(5L-2)}{3a(2L-1)}\frac qd .$$

Eliminating the explicit $q$ and using

$$\frac{b}{3a}=\frac{\pi\sigma}{8P},\qquad \frac{3c}{b}=\frac{8P^2}{\pi\varepsilon_0\varepsilon_a\sigma},$$

we obtain

$$\boxed{E_c=\frac{\pi\sigma}{8P}\left(\frac{8P^2}{\pi\varepsilon_0\varepsilon_a\sigma}\right)^{1/3}\frac{5L-2}{(2L-1)^{2/3}}\,d^{-2/3}}$$

with $L=\ln(2qs)-1$ found from the equation for $q$. For large $L$ the last fraction tends to $5L/(2L)^{2/3}$, which recovers the frozen result. Apart from $L$, the field scales as $\sigma^{2/3}P^{-1/3}\varepsilon_a^{-1/3}$, and $\varepsilon_c$ enters through $L$ alone.

## The local exponent

Since $dL/d\ln q=1$, the equation for $q$ gives

$$\frac{d\ln d}{d\ln q}=3-\frac{2}{2L-1}=\frac{6L-5}{2L-1}.$$

From $E_c\propto(q/d)(5L-2)/(2L-1)$,

$$\frac{d\ln E_c}{d\ln q}=1-\left(3-\frac{2}{2L-1}\right)+\frac{5}{5L-2}-\frac{2}{2L-1}
=-\frac{10L-9}{5L-2}.$$

The ratio is the slope on a double-logarithmic plot:

$$\frac{d\ln E_c}{d\ln d}=-\frac{(10L-9)(2L-1)}{(5L-2)(6L-5)} .$$

It tends to $-2/3$ as $L\to\infty$. For $L>9/10$ all four factors are positive, and the magnitude is below $2/3$ if $3(10L-9)(2L-1)<2(5L-2)(6L-5)$. Multiplying out gives $-84L+27<-74L+20$, or $L>0.7$, which then always holds. For such $L$ the slender model therefore predicts a slope somewhat weaker than $-2/3$ at finite thickness.

## Saddle and barrier

A critical nucleus must be a saddle of $W$. Take second derivatives with respect to $u=\ln r$ and $v=\ln l$, and divide by $rl$:

$$\begin{aligned}
W_{uu}/rl&=-4y+b+X(16L-8),\\
W_{uv}/rl&=-2y+b+X(5-4L),\\
W_{vv}/rl&=-y+b+X(L-2).
\end{aligned}$$

At the stationary point $b=3X(2L-1)$ and $y=X(5L-2)$. Substitution gives

$$W_{uu}=W_{vv}=Xrl(2L-3),\qquad W_{uv}=-Xrl(8L-6).$$

The direction $(1,1)$ has eigenvalue $-3Xrl(2L-1)$, and $(1,-1)$ has $Xrl(10L-9)$. For $L>9/10$ there is one unstable direction. It is growth of radius and length in equal proportion; changing the aspect ratio at constant $rl$ is stable.

The barrier is

$$W^*=r^*l^*(-y+b+XL)=r^*l^*X(2L-1)=\frac{b\,r^*l^*}{3}=\frac{\pi^2\sigma r^*l^*}{6}.$$

With $L$ frozen, $W^*\propto E^{-5/2}$; at the matched field, $W^*\propto d^{5/3}$.

## Worked example

Take the round model parameters $P=0.20\ \mathrm{C/m^2}$, $\sigma=10\ \mathrm{mJ/m^2}$, $\varepsilon_a=200$ and $\varepsilon_c=100$. They give $a=0.838\ \mathrm{C/m^2}$, $b=0.0494\ \mathrm{J/m^2}$ and $c=9.46\times10^7\ \mathrm{J/m^3}$.

For $d=100$ nm, the solution of the implicit equation is $q=13.51$. To check it, first evaluate

$$L=\ln(2\times13.51\times\sqrt2)-1=2.643,\qquad 2L-1=4.286 .$$

Then $3cd/b=575$, and $(575\times4.286)^{1/3}=13.5$, as required. The radius is $r^*=100/13.51=7.40$ nm. With $5L-2=11.22$,

$$E_c=\frac{0.04935\times11.22}{3\times4.286\times0.838\times7.40\times10^{-9}}\ \mathrm{V/m}\simeq6.94\ \mathrm{MV/m},$$

or about 69 kV/cm. The voltage across the film is 0.69 V. The frozen-logarithm formula at the same $L$ gives 7.11 MV/m, about 2.5% above the full result.

| $d$ (nm) | $E_c$ (MV/m) | $r^*$ (nm) | Local exponent |
|---:|---:|---:|---:|
| 30 | 14.40 | 3.6 | −0.597 |
| 100 | 6.94 | 7.4 | −0.613 |
| 300 | 3.52 | 14.5 | −0.623 |
| 1000 | 1.66 | 30.6 | −0.629 |
| 3000 | 0.83 | 61.1 | −0.634 |

The exponent approaches $-2/3$ slowly because $L$ rises from 2.16 to 3.93 over two decades of thickness. The mean slope over that range is $-0.620$. From 100 to 1000 nm the field falls to 0.239 of its first value, whereas a pure $-2/3$ power would give 0.215.

Numerical stationary points of the slender energy were tested against the formulas for $E_c$, $r^*$, the barrier, the saddle eigenvalues and the local exponent. Repeating the calculation with the exact spheroid area and depolarization factor measures the slender-body error. Relative to that calculation, the closed result is 1.6% low at 30 nm and 0.6% low at 100 nm. The local exponent moves to $-0.611$ at 30 nm and $-0.618$ at 100 nm, so the tabulated exponents of the thinner films are those of the slender model and are not accurate to three digits for the exact spheroid.

## What the criterion does not say

**It is not a thermal nucleation law.** For the 100 nm film,

$$W^*=\frac{0.0494\times7.40\times10^{-9}\times10^{-7}}{3}\ \mathrm J\simeq1.22\times10^{-17}\ \mathrm J=76\ \mathrm{eV}.$$

This is about $2900\,kT$ at 300 K. Spontaneous thermal formation of this nucleus is out of reach. Moreover, as long as the far electrode is left out, the barrier of a nucleus with $l^*<d$ depends on $E$ but not on $d$. Requiring a fixed barrier would then give a field independent of thickness. Applying the matching law to a real film therefore supposes that defects or electrode regions supply nuclei, and that fitting the critical length into the film controls reversal. The energy above does not establish that supposition.

**Switching below $E_c$ is not forbidden.** Without the far electrode's attraction, the critical half-spheroid below $E_c$ is longer than the film, but a spanning column can still gain energy by growing. Dividing its barrier by $W^*$ at $E_c$, and using $Er^*=y/a$, gives

$$\frac{W_{\rm col}^*}{W^*}=\frac{3\sigma}{\pi PE_cr^*}=\frac{24(2L-1)}{\pi^2(5L-2)} .$$

For the 100 nm film this is 0.93: the column barrier is 71 eV and its critical radius 3.6 nm. The ratio compares two families of shapes. It does not give the barrier along a path that joins a short nucleus to a column.

**The far electrode changes the prefactor.** Images in both electrodes form a row of spheroids with period $2d$. For slender bodies their charges may be placed on the axis, where a point charge $Q$ has potential $Q/(4\pi\varepsilon_0\varepsilon_a|z|)$ by the rescaling above. With $z=lu$, $\lambda\,dz=4\pi Pr^2u\,du$. The interaction with images at $\pm2nd$ is counted once per pair, and half belongs to the film side:

$$W_{\rm im}=\frac12\,\frac{(4\pi Pr^2)^2}{4\pi\varepsilon_0\varepsilon_al}\sum_{n\ge1}J_n,\qquad
J_n=\int_{-1}^1\!\int_{-1}^1\frac{uv\,du\,dv}{2nd/l+v-u}.$$

The prefactor of the sum is $2\pi P^2r^4/(\varepsilon_0\varepsilon_al)=\tfrac32cr^4/l$. The images thus replace $L$ in the energy by $L+\kappa(l/d)$, with $\kappa=\tfrac32\sum J_n$. Numerically, $\kappa=-0.03$ at $l/d=0.5$, $-0.28$ at 0.9 and $-0.65$ at contact. The last value is 25% of $L$ for the 100 nm film. With the finite width of that nucleus ($q=13.5$) included, it becomes $-0.63$, or 24%.

The slope matters as well. Near contact, put $p=1-u$ and $t=1+v$. The derivative of $J_1$ with respect to $l$ then contains $\int\!\int dp\,dt/(p+t)^2$, which diverges logarithmically at the touching tips. The divergence belongs to charges placed on the axis: the finite width of a spheroid cuts it off and leaves a finite slope that grows with slenderness. The tip is pulled towards the far electrode, and inserting $\kappa$ into the boxed formula would not repair the stationarity condition. The boxed prefactor is an estimate for a nucleus that ignores this attraction. In the 100 nm film, with exact spheroid geometry and finite-width images, the stationary point with $l=d$ has radius 5.1 nm instead of 7.3 nm, while its field moves only from 6.98 to 7.07 MV/m. The larger change is in the character of the point. The field along the stationary branch is 7.09, 6.62 and 7.07 MV/m at $l/d=0.9$, 0.98 and 1, and the stable eigenvalue of the saddle has fallen almost to zero at $l/d=0.98$. Near contact, matching $l^*$ to $d$ therefore no longer picks out a well-defined saddle.

The frozen power is less sensitive. If coercivity is defined by $l^*=\beta d$ with fixed $\beta<1$, both $\kappa$ and its logarithmic slope are numbers independent of $d$. At large $L$ they are negligible beside $L$, and the power remains $-2/3$. Without images, the choice $\beta=1/2$ raises the field of the 100 nm film from 6.94 to 10.59 MV/m, a factor of 1.53. This shows how much the prefactor depends on the matching convention.

**Thin films leave the model.** The power law with $L$ frozen makes $E_c$ grow without limit as $d$ falls. But the nucleus then becomes less slender, so that the expression for $L$ fails, and its radius approaches the scale of the wall width and the lattice. The boxed formula cannot be continued to arbitrarily small $d$ either: its stationary point stops being a saddle at $L=9/10$, and the equation for $q$ has no slender solution below the thickness at which $L=5/6$; both lie just under 3 nm for the example. This endpoint belongs to the slender form of $L$, since the exact spheroid energy still has a stationary point there. The energy also holds the magnitude $P$ fixed, so it contains no intrinsic field at which the uniform polarization itself becomes unstable. If the predicted $E_c$ exceeds that field, uniform reversal comes first. At the tip the fixed-$P$, sharp-wall picture fails at every thickness in the table. Continuity of the normal displacement puts the field just ahead of the tip near $2P/(\varepsilon_0\varepsilon_c)\approx450$ MV/m. A quartic Landau potential with the same $P$ and $\varepsilon_c$ has an intrinsic field $P/(3\sqrt3\,\varepsilon_0\varepsilon_c)\approx43$ MV/m, about ten times smaller. The tip radius of curvature $r^{*2}/l^*$ is 0.4 to 1.2 nm, no larger than the wall width of about 1.3 nm that such a potential implies for this $\sigma$. Anything that depends on the tip, such as the contact slope above, lies outside the model. Mobile charge that screens the bound charge on the wall weakens the depolarization term and also removes the assumptions behind the scaling.

## Values computed for the example and the checks

```
Polarization P = 0.20 C/m^2
Wall energy sigma = 10.0 mJ/m^2
Relative permittivities eps_a, eps_c = 200, 100
Temperature = 300 K
a = 0.8378 C/m^2; b = 0.04935 J/m^2; c = 9.4617e+07 J/m^3
Film series (exact = exact spheroid area and factor):
d/nm  E_c/(MV/m)  r*/nm  L  exponent  E_exact/(MV/m)
   30   14.3982     3.615  2.1558  -0.5970   14.6390
  100    6.9408     7.402  2.6431  -0.6135    6.9846
  300    3.5187    14.493  3.0698  -0.6226    3.5282
 1000    1.6557    30.628  3.5256  -0.6294    1.6575
 3000    0.8271    61.075  3.9340  -0.6339    0.8275
Overall exponent, 30 to 3000 nm = -0.6204
E_c(1000 nm)/E_c(100 nm) = 0.2385
Same ratio from pure -2/3 power = 0.2154
Details for d = 100 nm:
Aspect ratio d/r* = 13.509
E_c = 6.9408 MV/m = 69.41 kV/cm
Coercive voltage = 0.6941 V
Frozen-log radius at same L = 6.903 nm
Frozen-log field at same L = 7.1114 MV/m
Barrier W* = 1.2176e-17 J = 76.00 eV
W*/(kT) = 2940
Column critical radius = 3.602 nm
Column barrier = 70.63 eV
Column barrier / W* = 0.9293
Field for critical length d/2 = 10.5903 MV/m
Ratio to E_c = 1.5258; pure power = 1.5874
Image shift kappa at l/d = 0.5: -0.0289
Image shift kappa at l/d = 0.9: -0.2844
Image shift kappa at l/d = 1.0: -0.652
kappa(1)/L = -0.247
```
